# Leading finite-size error of the interaction energy in a cubic insulator

Let $N$ electrons of a gapped cubic crystal occupy a cubic supercell of edge $L$ and volume $\Omega=L^3$, with periodic (Ewald) Coulomb interactions. Compared with the infinite crystal, the electron-electron interaction energy per electron is in error by

$$V_N-V_\infty=-\frac{2\pi\xi^2}{\Omega}+O(L^{-5}),\qquad \xi^2=\lim_{k\to0}\frac{S(k)}{k^2}, \tag{1}$$

in atomic units. Here $S(\mathbf k)$ is the structure factor of the density fluctuations per electron, and $\xi^2$ is the localisation spread per electron along one Cartesian axis. If $\xi^2$ denoted the sum over three axes, the factor would be $2\pi/3$. The supercell energy is too low, so the correction to be added is $+2\pi\xi^2/\Omega$.

Equation (1) assumes that the supercell reproduces the infinite crystal's mean density, and its $S(\mathbf k)$ at every nonzero wavevector the supercell contains. In a correlated crystal, $S$ near a primitive reciprocal vector depends on the direction of approach, and the value needed there is the average over directions. If the state relaxes in response to the finite cell, further terms of order $1/\Omega$ can appear, and the total potential energy, which includes the external potential, need not obey (1).

Write $v_k=4\pi/k^2$ and $\rho_{\mathbf k}=\sum_j e^{-i\mathbf k\cdot\mathbf r_j}$. The periodic pair potential is

$$v_E(\mathbf r)=\frac1\Omega\sum_{\mathbf k\neq0}v_k e^{i\mathbf k\cdot\mathbf r},$$

where the sum runs over the reciprocal vectors of the supercell. The $\mathbf k=0$ term is absent because of the neutralising background. Each electron also interacts with its own images, through the constant $v_M=\lim_{r\to0}[v_E(\mathbf r)-1/r]$. Since $\sum_{i\ne j}e^{i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}=|\rho_{\mathbf k}|^2-N$, the interaction energy is

$$U=\frac{1}{2\Omega}\sum_{\mathbf k\ne0}v_k\left(|\rho_{\mathbf k}|^2-N\right)+\frac{N v_M}{2}.$$

Now separate the mean density from its fluctuations by defining

$$S(\mathbf k)=\frac1N\left[\langle|\rho_{\mathbf k}|^2\rangle-|\langle\rho_{\mathbf k}\rangle|^2\right].$$

The mean density has the period of the primitive cell, so $\langle\rho_{\mathbf k}\rangle=Nf_{\mathbf G}$ at primitive reciprocal vectors $\mathbf G$ and zero elsewhere. Its energy per electron is $(n/2)\sum_{\mathbf G\ne0}v_G|f_{\mathbf G}|^2$, with $n=N/\Omega$. At fixed density this does not depend on the supercell size. What remains is

$$V_N=\frac{v_M}{2}+\frac1{2\Omega}\sum_{\mathbf k\ne0}v_k[S(\mathbf k)-1],\qquad
V_\infty=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,v_k[S(\mathbf k)-1]. \tag{2}$$

The constant $v_M$ can be put in the same form. The function $1/r$ is the Fourier integral of $v_k$, while $v_E$ is the corresponding sum. Their difference is smooth near $r=0$, so it may be averaged over a narrow Gaussian whose width then goes to zero:

$$v_M=\lim_{s\to0}\left[\frac1\Omega\sum_{\mathbf k\ne0}-\int\!\frac{d^3k}{(2\pi)^3}\right]v_k e^{-s^2k^2}.$$

Subtract the two parts of (2), using this same convergence factor. The contribution of the $-1$ in $S-1$ is $-v_M/2$, which cancels the explicit $+v_M/2$. Hence

$$V_N-V_\infty=\frac12\lim_{s\to0}\left[\frac1\Omega\sum_{\mathbf k\ne0}-\int\!\frac{d^3k}{(2\pi)^3}\right]v_kS(\mathbf k)e^{-s^2k^2}. \tag{3}$$

The error is thus that of replacing an integral by a sum from which one point is missing. The value of the integrand at that point follows from the small-$k$ form of $S$. Let $C(\mathbf r,\mathbf r')$ be the covariance of the electron density at two points, and suppose first that it decays exponentially with separation. Then

$$S(\mathbf k)=\frac1N\iint e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}C(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The zeroth-order term vanishes because the particle number does not fluctuate, $\int C\,d\mathbf r'=0$. The first-order term vanishes because $C$ is symmetric under exchange of its arguments. The second-order term is

$$S(\mathbf k)\simeq\sum_{ab}k_ak_b\,\xi^2_{ab},\qquad
\xi^2_{ab}=-\frac1{2N}\iint(r-r')_a(r-r')_b\,C\,d\mathbf r\,d\mathbf r'.$$

Expanding the product and using $\int C\,d\mathbf r'=0$ again leaves $\xi^2_{ab}=N^{-1}\iint r_ar'_bC$. For a large sample with open boundaries, where surface effects are negligible, this is the covariance of the total electron position, per electron. Cubic symmetry makes it $\xi^2\delta_{ab}$, so $S\simeq\xi^2k^2$. With long-range Coulomb correlations, the limit in (1) serves as the definition of $\xi^2$.

The function $g(\mathbf k)=v_kS(\mathbf k)$ therefore has the direction-independent limit $g(0)=4\pi\xi^2$. Add and subtract this point in (3). Poisson summation turns the complete sum minus the integral into a sum over supercell translations $\mathbf R$:

$$V_N-V_\infty=-\frac{g(0)}{2\Omega}+\frac12\sum_{\mathbf R\ne0}\hat g(\mathbf R),\qquad
\hat g(\mathbf R)=\int\!\frac{d^3k}{(2\pi)^3}g(\mathbf k)e^{i\mathbf k\cdot\mathbf R}. \tag{4}$$

The first term is $-2\pi\xi^2/\Omega$. The second is governed by the non-analytic part of $g$, since analytic terms produce no power-law tail. For a determinant with a gap, $S$ is analytic and only the factor $1/k^2$ at small $k$ matters. In a cubic crystal the non-analytic part then begins with the anisotropic quartic term of $S$ divided by $k^2$. It scales as $k^2$, and its transform therefore as $R^{-5}$. Coulomb correlations make $g$ non-analytic at the vectors $\mathbf G\neq0$ as well. With the directional averages taken there, cubic symmetry cancels the resulting $R^{-3}$ tails in the sum over equivalent $\mathbf G$.

Cubic symmetry gives $g(0)$ a unique value. In an anisotropic crystal $g$ tends to $4\pi\sum_{ab}\hat k_a\hat k_b\xi^2_{ab}$, which depends on direction, and the transform has a tail of order $R^{-3}$, the same order as the leading term. If the supercell is still a cube, these tails cancel in the sum over images once $g(0)$ is taken as the average over directions. For a determinant, (1) then holds with the mean of the three axial spreads. In a supercell of another shape the tails do not cancel in general. The gap matters too. For a metal described by a single determinant, $S\propto k$ and $g\propto1/k$. The missing region then contributes an error of order $\Omega^{-1}/k_{\min}\propto L^{-2}$.

For a determinant, $S$ can be written down explicitly. Wick's theorem gives $S(\mathbf k)=1-F(\mathbf k)$, where $F$ is the Fourier transform of the normalised exchange hole

$$P(\mathbf d)=\frac1{N_\sigma}\int|\gamma(\mathbf r+\mathbf d,\mathbf r)|^2d\mathbf r.$$

Here $\gamma$ is the density matrix of one spin and $N_\sigma$ the number of electrons of that spin. Opposite spins are uncorrelated, so the same expression per electron holds when both spins fill the band.

Take a crystal with potential $-V_0\sum_a\cos(2\pi r_a/a_0)$ and its lowest band filled. The orbitals are products of one-dimensional functions, and so $F$ is a product of three factors,

$$F_1(k)=1-\xi^2k^2+\frac{\mu_4}{24}k^4+\dots,$$

where $\mu_4$ is the fourth moment of the hole along an axis, and its second moment is $2\xi^2$. If $\mathcal P$ projects on the filled one-dimensional band, this second moment gives

$$\xi^2=\frac1{N_1}\mathrm{Tr}\left(\mathcal Px^2-\mathcal Px\mathcal Px\right),$$

with $N_1$ the number of filled states along the axis. Translation by one cell shifts the eigenvalues of $\mathcal Px\mathcal P$ by $a_0$, so its eigenfunctions are Wannier functions, one per cell. In that basis the trace reduces to the variance $\langle x^2\rangle-\langle x\rangle^2$ of one Wannier function.

The next term of (4) follows from the quartic part of $1-F$. Using $\sum_{a<b}k_a^2k_b^2=\tfrac12(k^4-\sum_ak_a^4)$,

$$S_4=-\frac{\mu_4}{24}\sum_ak_a^4-\xi^4\sum_{a<b}k_a^2k_b^2=-c\sum_ak_a^4-\frac{\xi^4}{2}k^4,\qquad c=\frac{\mu_4}{24}-\frac{\xi^4}{2}.$$

The $k^4$ term stays analytic after division by $k^2$. The other gives $\hat g(\mathbf R)=-c\sum_a\partial_a^4(1/R)$, because $4\pi/k^2$ is the transform of $1/R$ and each $k_a^4$ becomes $\partial_a^4$. From

$$\partial_x^4\frac1R=\frac{1}{R^5}\left(105\frac{x^4}{R^4}-90\frac{x^2}{R^2}+9\right),$$

summation over axes and images gives the energy

$$-\frac{cK}{2L^5},\qquad K=\sum_{\mathbf n\ne0}\frac{105\sum_an_a^4/n^4-63}{n^5}\simeq224. \tag{5}$$

Now take round parameters: $a_0=4$ Å and $V_0=8$ eV, with two electrons per cell. The gap of the three-dimensional crystal is 6.88 eV. The Wannier function gives $\xi^2=0.42607$ Å$^2$, and half the second moment of the hole gives the same value. For a supercell of $8\times8\times8$ cells, $L=32$ Å. With one hartree times one bohr equal to 14.40 eV Å, the leading term is

$$-\frac{2\pi(0.42607\ \text{Å}^2)}{(32\ \text{Å})^3}\,(14.40\ \text{eV Å})=-1.176\ \text{meV}.$$

The supercell sum minus an independent quadrature for the infinite crystal is $-1.1779$ meV per electron. The remainder, $-0.00148$ meV, agrees with the $-0.00146$ meV of (5).

Smaller cells behave less simply. At $L=12$ Å the error of the fluctuation part (2) is $-20.0$ meV against a leading term of $-22.3$ meV. At $L=8$ Å it is $-107.5$ against $-75.3$ meV, so the leading term misses 30% of it. The mean density changes too in such small cells, which shifts its own interaction energy by $+46.1$ meV per electron at $L=8$ Å and by $-3.3$ meV at $L=12$ Å. The errors quoted here leave that shift out. After (5) is also subtracted, the rest is $-30.7$, $+2.48$, $-0.206$ and $+0.017$ meV for two, three, four and five cells per edge. It alternates in sign and falls about twelvefold per added cell, which is not a power law.

The premise of fixed $S$ does not hold exactly in these cells. The density matrix of the finite ring is a sum of displaced copies of the infinite one, and the overlaps of these copies alter $|\gamma|^2$ by amounts that decay exponentially in an insulator. This effect accounts for almost all of the rest. If the infinite crystal's $S$ is used in the supercell sum, the error is $-77.0$ meV at $L=8$ Å and $-22.5$ meV at $L=12$ Å, within 3% of the leading term. With the finite cell's own $S$, (1) reaches that accuracy only from $L=16$ Å.

In a correlated state it matters which spread is meant. The density response $\chi$ to an external potential obeys $4\pi\chi/k^2=1/\epsilon-1$ at small $k$, with $\epsilon(\omega)$ the macroscopic dielectric function. The zero-temperature fluctuation-dissipation theorem, $S=-(\pi n)^{-1}\int_0^\infty\mathrm{Im}\,\chi\,d\omega$, then gives

$$\xi_L^2=\frac1{4\pi^2n}\int_0^\infty\mathrm{Im}\left[-\frac1{\epsilon(\omega)}\right]d\omega. \tag{6}$$

This is the longitudinal spread: a density wave carries its own electric field, which stiffens the fluctuation. The spread at zero macroscopic field, $\xi_T^2$, has $\mathrm{Im}\,\epsilon$ in place of the loss function. For a determinant of independent electrons there is no such induced field. Its spread follows from the unscreened response, with the independent-particle $\mathrm{Im}\,\epsilon$ in place of the loss function, and so it is of the zero-field kind.

Equation (6) also yields a bound. Let $\omega_p^2=4\pi n$, and let $\epsilon_0$ be the static electronic dielectric constant. The loss function satisfies

$$\int_0^\infty\omega\,\mathrm{Im}\left[-\frac1\epsilon\right]d\omega=\frac{\pi\omega_p^2}{2},\qquad
\int_0^\infty\frac1\omega\,\mathrm{Im}\left[-\frac1\epsilon\right]d\omega=\frac\pi2\left(1-\frac1{\epsilon_0}\right).$$

By the Cauchy-Schwarz inequality, the square of the integral in (6) cannot exceed the product of these two. Since $4\pi^2n=\pi\omega_p^2$ and $2\pi/\Omega=\omega_p^2/2N$,

$$\xi_L^2\le\frac{1}{2\omega_p}\sqrt{1-\frac1{\epsilon_0}},\qquad
\frac{2\pi\xi_L^2}{\Omega}\le\frac{\omega_p}{4N}\sqrt{1-\frac1{\epsilon_0}}, \tag{7}$$

with equality when the loss function is a single sharp line.

The effect of relaxation can be found in a solvable model. Place one electron in a harmonic well of frequency $\omega_0$ at each site of a simple cubic lattice, with neutralising charges at the sites, and keep the dipole coupling between displacements. At small $k$ the coupling adds $t_L=2\omega_p^2/3$ to the squared frequency of the longitudinal mode and $t_T=-\omega_p^2/3$ to that of each transverse mode. Thus $\omega_L^2-\omega_T^2=\omega_p^2$. A mode has $\langle u^2\rangle=1/2\omega$, so $\xi_{L,T}^2=1/2\omega_{L,T}$.

In the periodic supercell the $\mathbf k=0$ modes feel no macroscopic field, and all three have frequency $\omega_T$. The infinite crystal has two transverse modes and one longitudinal mode in the limit $k\to0$. At leading order, the finite cell therefore replaces one longitudinal mode by a transverse one. With zero-point energy $\omega/2$, the total-energy error per electron is

$$\Delta E=\frac{\omega_T-\omega_L}{2N}=-\frac{\omega_p^2}{2N(\omega_T+\omega_L)}. \tag{8}$$

Since $2\pi\xi_{L,T}^2/\Omega=\omega_p^2/(4N\omega_{L,T})$, the magnitude of (8) lies between the values that (1) gives with $\xi_L^2$ and with $\xi_T^2$. By the virial theorem for harmonic modes, the total potential energy carries half of $\Delta E$, and the kinetic energy the other half. The coupling energy of a mode is $t\langle u^2\rangle/2=t/4\omega$, so its error is

$$\frac1N\left(\frac{t_T}{4\omega_T}-\frac{t_L}{4\omega_L}\right)=-\frac{2\pi}{\Omega}\,\frac{\xi_T^2+2\xi_L^2}{3}.$$

For weak coupling $\omega_T$ and $\omega_L$ approach $\omega_0$. The total and coupling errors then both tend to $-2\pi\xi^2/\Omega$, but the total potential error tends to half of it: the external energy of the relaxed state rises at the same order.

For a 4 Å lattice and $\omega_0=6$ eV, the frequencies are $\omega_T=5.37$ and $\omega_L=7.10$ eV. Multiplied by $N$, (8) gives $(5.368-7.097)/2=-0.864$ eV. Explicit lattice sums, extrapolated from supercells with 4 and 8 sites per edge and therefore good to about 1%, give $-0.861$ eV for the total energy, $-0.431$ eV for the total potential and $-0.832$ eV for the coupling. The formulas for the last two give $-0.432$ and $-0.840$ eV. Equation (1) would give $-0.759$ eV with $\xi_L^2$ and $-1.003$ eV with $\xi_T^2$.

For a real case, take a 64-atom cubic cell of diamond with rough inputs: lattice constant 3.6 Å, dielectric constant 5.7 and four valence electrons per atom. Then $N=256$ and $\omega_p=30.8$ eV, and for the correlated ground state (7) limits the leading error at fixed $S$ to

$$\frac{30.8\ \text{eV}}{4\times256}\sqrt{1-\frac1{5.7}}=27\ \text{meV per electron},$$

or 0.11 eV per atom and 7.0 eV per supercell. The cosine crystal is far more dilute than diamond, with 2 electrons in 64 Å$^3$ against about 44 in the same volume, so its spread should not be carried over. Real loss spectra are broad, so the spread lies below the bound. As one example, two equally strong resonances of $\epsilon(\omega)$ with a frequency ratio of two, at the same static dielectric constant, put it 2% below. The bound does not apply to a single determinant, as in Hartree-Fock exchange. There the spread in (1) is the independent-electron one, and the correction can be about twice as large. For the correlated state, using the zero-field spread by mistake would multiply the correction by 2.4 in a single-mode model. In that model, relaxation makes the total-energy error 1.4 times the fixed-$S$ value. Core electrons and nonlocal pseudopotential terms are left out, and at an edge of 7.2 Å the changes of $S$ and of the mean density in the finite cell may also matter, as they do in the smallest cosine cell. The figure therefore sets the scale of the correction and is not a substitute for computing $S(\mathbf k)$.

## Table of computed values

```
Self-image constant times L: -2.837297 (atomic units)
COSINE CRYSTAL, two electrons per cell
cell edge 4.0 angstrom; potential amplitude 8.0 eV per axis
3D band gap: 6.880 eV
xi^2 from Wannier function: 0.42607 angstrom^2 = 1.52151 bohr^2
half second moment of exchange hole: 0.42607 angstrom^2
S(k)/k^2 at smallest k of 24-cell ring: 0.42555 angstrom^2
infinite-crystal fluctuation energy: -6.40182 eV per electron
quartic coefficient c: 0.03045 angstrom^4; lattice sum K: 223.704
errors in meV per electron: actual, -2 pi xi^2/Omega, rest, L^-5 formula
n=2 L=8 angstrom: -107.4633 -75.2901 -32.17320 -1.49692
n=3 L=12 angstrom: -20.0231 -22.3082 2.28513 -0.19713
n=4 L=16 angstrom: -9.6636 -9.4113 -0.25233 -0.04678
n=5 L=20 angstrom: -4.8173 -4.8186 0.00124 -0.01533
n=6 L=24 angstrom: -2.7961 -2.7885 -0.00760 -0.00616
n=8 L=32 angstrom: -1.1779 -1.1764 -0.00148 -0.00146
OSCILLATOR LATTICE, one electron per cell, 4 angstrom cell edge
bare 6.00, plasma 4.642, transverse 5.368, longitudinal 7.097 eV
xi_L^2 0.53687, xi_T^2 0.70972 angstrom^2
xi_L^2 from lattice 0.53687, from loss 0.53687 angstrom^2
N times error per electron, large-cell limit, in eV: lattice sum, formula
  total energy: -0.8614 -0.8642
  total potential: -0.4307 -0.4321
  coupling: -0.8321 -0.8404
  law with xi_L: -0.7590; with xi_T: -1.0033 eV
DIAMOND, rough inputs, valence electrons only
cubic edge 3.6 angstrom, dielectric constant 5.7, 64 atoms, 256 electrons
supercell edge: 7.2 angstrom; plasma energy: 30.8 eV
upper bound on xi_L^2: 0.113 angstrom^2
upper bound on error: 27.3 meV per electron
  = 0.109 eV per atom = 6.98 eV per cell
two-mode loss spectrum, spread over bound: 0.979
single mode, xi_T^2 over xi_L^2: 2.39
single mode, relaxed total-energy error over fixed-S error: 1.41
```
